# Charged impurities after carrier freeze-out in compensated n-type silicon: test program

```python
"""Charged centres and mobility in compensated n-type silicon at low temperature.

Result under test: with ND donors and NA < ND acceptors per volume, neutrality
gives a density of charged centres NI = n + 2 NA, where n is the density of band
electrons. Freeze-out (n -> 0) therefore leaves NI = 2 NA, and these ions still
limit the mobility of the remaining band electrons.

Symbols: Ed donor depth, g donor spin factor, kappa = e^2/(4 pi eps),
b0 = kappa/(2E) Coulomb length at energy E, bmax largest impact parameter,
m_c conductivity mass, m_d density-of-states mass of one valley.
SI units inside; energies of levels are counted from the conduction-band edge.
"""
import itertools
import numpy as np
from scipy import constants as C
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import brentq
from scipy.special import gamma, roots_genlaguerre

e, kB, hbar, m0 = C.e, C.k, C.hbar, C.m_e
CM3 = 1e6                      # one per cm^3 in one per m^3
nm = 1e-9
meV = 1e-3 * e

# Rough typical inputs for phosphorus and boron in silicon
ND, NA = 1e15 * CM3, 3e14 * CM3
Ed, g = 45 * meV, 2.0
gap, acceptor_depth = 1.15 * e, 45 * meV
eps_r = 11.7
ml, mt, m_hole = 0.92 * m0, 0.19 * m0, 0.8 * m0
deformation, density, sound = 9.0 * e, 2330.0, 9000.0
T0 = 20.0

eps = eps_r * C.epsilon_0
kappa = e**2 / (4 * np.pi * eps)
m_c = 3 / (1 / ml + 2 / mt)
m_d = (ml * mt**2) ** (1 / 3)


# ---------- electron statistics ----------
def band_density(T):
    """Effective density of states of six valleys with two spins."""
    return 12 * (m_d * kB * T / (2 * np.pi * hbar**2)) ** 1.5


def carriers(T, nd, na, depth=Ed, spin=g):
    """Positive root of n(n+na)/(nd-na-n) = n1, in a form free of cancellation."""
    n1 = band_density(T) / spin * np.exp(-depth / (kB * T))
    b = na + n1
    return 2 * n1 * (nd - na) / (b + np.sqrt(b * b + 4 * n1 * (nd - na)))


def band_density_direct(T):
    """Same quantity from a sum over wave vectors along the three valley axes."""
    total = 12.0
    for mass in (ml, mt, mt):
        width = np.sqrt(mass * kB * T) / hbar
        k = np.linspace(-10 * width, 10 * width, 2001)
        boltz = np.exp(-(hbar * k) ** 2 / (2 * mass * kB * T))
        total *= simpson(boltz, x=k) / (2 * np.pi)
    return total


lag_x, lag_w = roots_genlaguerre(30, 0.5)


def full_solution(T, nd, na, depth=Ed, spin=g):
    """Fermi level from neutrality with Fermi statistics, holes and acceptors."""
    kT = kB * T / e
    nc = band_density_direct(T)
    nv = 2 * (m_hole * kB * T / (2 * np.pi * hbar**2)) ** 1.5
    d, eg, ea = depth / e, gap / e, (acceptor_depth - gap) / e

    def densities(mu):
        eta = mu / kT
        n = nc * np.exp(eta) * np.sum(lag_w / (1 + np.exp(eta - lag_x))) / gamma(1.5)
        p = nv * np.exp(-(eg + mu) / kT)
        dplus = nd / (1 + spin * np.exp((mu + d) / kT))
        aminus = na / (1 + 4 * np.exp((ea - mu) / kT))
        return n, p, dplus, aminus

    def net_charge(mu):
        n, p, dplus, aminus = densities(mu)
        return dplus + p - n - aminus

    mu = brentq(net_charge, -eg + 0.1, 0.0, xtol=1e-17, maxiter=500)
    n, p, dplus, aminus = densities(mu)
    return n, dplus + aminus


temperatures = (300.0, 100.0, 50.0, 30.0, 20.0, 10.0, 5.0)
for T in temperatures:
    for na in (NA, 0.1 * NA, 0.0):
        n_full, ions_full = full_solution(T, ND, na)
        n_formula = carriers(T, ND, na)
        assert abs(n_formula / n_full - 1) < 1e-3
        assert abs((n_formula + 2 * na) / ions_full - 1) < 1e-3
# The limit must not depend on donor depth or spin factor
for depth, spin in ((30 * meV, 2.0), (54 * meV, 2.0), (45 * meV, 12.0)):
    assert abs(full_solution(5.0, ND, NA, depth, spin)[1] / (2 * NA) - 1) < 1e-6
n0 = carriers(T0, ND, NA)
n1_T0 = band_density(T0) / g * np.exp(-Ed / (kB * T0))
assert abs(n1_T0 * (ND - NA) / NA / full_solution(T0, ND, NA)[0] - 1) < 1e-3


# ---------- ground state of small random samples by full enumeration ----------
def ground_state_charges(acceptor_level, seed, donors=6, acceptors=2):
    """Number of charged centres in the lowest-energy filling of all sites."""
    rng = np.random.default_rng(seed)
    side = (donors / ND) ** (1 / 3)
    pos = rng.uniform(0, side, (donors + acceptors, 3))
    dist = np.linalg.norm(pos[:, None] - pos[None], axis=2)
    np.fill_diagonal(dist, np.inf)
    level = np.array([-Ed] * donors + [acceptor_level] * acceptors)
    empty_charge = np.array([1] * donors + [0] * acceptors)
    best = (np.inf, None)
    for filling in itertools.product((0, 1), repeat=donors + acceptors):
        occ = np.array(filling)
        if occ.sum() > donors:      # each donor supplies one electron
            continue                # electrons not on sites are in the band, energy 0
        q = empty_charge - occ
        energy = occ @ level + 0.5 * q @ (kappa / dist) @ q
        if energy < best[0]:
            best = (energy, int(np.abs(q).sum()))
    return best[1]


deep = [ground_state_charges(acceptor_depth - gap, s) for s in range(20)]
shallow = [ground_state_charges(-20 * meV, s) for s in range(20)]
assert all(c == 4 for c in deep)       # twice the two acceptors
assert all(c == 0 for c in shallow)    # control: level above the donor level


# ---------- Coulomb deflection and cross-section ----------
def deflection_by_orbit(b, sign, start=2000.0):
    """Deflection angle from Newton's equation; b0, mass and far speed are 1."""
    speed = np.sqrt(1 - 2 * sign / start)

    def motion(t, y):
        r3 = (y[0] ** 2 + y[1] ** 2) ** 1.5
        return [y[2], y[3], sign * y[0] / r3, sign * y[1] / r3]

    path = solve_ivp(motion, (0, 2 * start), [-start, b / speed, speed, 0.0],
                     method="DOP853", rtol=1e-10, atol=1e-12)
    vx, vy = path.y[2, -1], path.y[3, -1]
    return np.arccos(vx / np.hypot(vx, vy))


for b in (0.5, 1.0, 3.0):
    for sign in (1, -1):
        assert abs(deflection_by_orbit(b, sign) - 2 * np.arctan(1 / b)) < 2e-3


def cross_section(E, bmax):
    """Momentum-loss cross-section of one ion."""
    b0 = kappa / (2 * E)
    return 2 * np.pi * b0**2 * np.log1p((bmax / b0) ** 2)


def cross_section_direct(b0, bmax):
    """Integral of (1 - cos theta) over the impact disc, lengths in units of bmax."""
    s = b0 / bmax
    f = lambda u: (1 - np.cos(2 * np.arctan2(s, u))) * 2 * np.pi * u
    return bmax**2 * quad(f, 0, 1, epsabs=1e-12, epsrel=1e-10, limit=200)[0]


NI = n0 + 2 * NA
bmax = 0.5 * NI ** (-1 / 3)
E3 = 3 * kB * T0
b0_3 = kappa / (2 * E3)
for E in (0.3 * E3, E3, 4 * E3):
    direct = cross_section_direct(kappa / (2 * E), bmax)
    assert abs(cross_section(E, bmax) / direct - 1) < 1e-6
path_limit = 2 / (np.pi * NI ** (1 / 3))
slow = cross_section_direct(1e4 * bmax, bmax)
assert abs(1 / (NI * slow) / path_limit - 1) < 1e-5


# ---------- scattering rates and mobility ----------
def ion_rate(E, ions, cutoff, mass=m_c):
    return ions * np.sqrt(2 * E / mass) * cross_section(E, cutoff)


def neutral_rate_cap(E, neutrals):
    """Largest possible s-wave rate: cross-section 4 pi / k^2."""
    k2 = 2 * m_c * E / hbar**2
    return neutrals * np.sqrt(2 * E / m_c) * 4 * np.pi / k2


def states(E):
    """States of one spin in one valley, per energy and volume."""
    return m_d**1.5 * np.sqrt(2 * E) / (2 * np.pi**2 * hbar**3)


def phonon_rate(E, T):
    """Golden rule, equipartition of acoustic waves, absorption plus emission."""
    return (2 * np.pi / hbar) * deformation**2 * kB * T / (density * sound**2) * states(E)


def state_count(E):
    return 4 * np.pi / 3 * (np.sqrt(2 * m_d * E) / hbar) ** 3 / (2 * np.pi) ** 3


step = 1e-4 * E3
slope = (state_count(E3 + step) - state_count(E3 - step)) / (2 * step)
assert abs(states(E3) / slope - 1) < 1e-6

x_grid = np.linspace(1e-5, 45, 40001)


def mobility(rate, T):
    """Energy average of the relaxation time, times e/m_c."""
    weight = x_grid**1.5 * np.exp(-x_grid)
    tau = 1 / rate(x_grid * kB * T)
    return e / m_c * simpson(weight * tau, x=x_grid) / simpson(weight, x=x_grid)


mu_ion = mobility(lambda E: ion_rate(E, NI, bmax), T0)
# Independent road: diffusion constant from sampled thermal velocities
rng = np.random.default_rng(7)
v = rng.normal(0, np.sqrt(kB * T0 / m_c), (800000, 3))
E_sample = 0.5 * m_c * np.sum(v**2, axis=1)
diffusion = np.mean(v[:, 0] ** 2 / ion_rate(E_sample, NI, bmax))
mu_diffusion = e * diffusion / (kB * T0)
assert abs(mu_diffusion / mu_ion - 1) < 0.02       # sampling noise below 1 percent

tau3 = 1 / ion_rate(E3, NI, bmax)
mu_hand = e / m_c * tau3 * gamma(4) / (gamma(2.5) * 3**1.5)
assert abs(mu_hand / mu_ion - 1) < 0.15            # logarithm frozen at 3 kT

# ---------- neglected effects and the uncompensated twin ----------
neutral = ND - NA - n0
near_donor = gamma(4 / 3) * (4 * np.pi * ND / 3) ** (-1 / 3)
b_pair = 0.5 * near_donor
n_twin = carriers(T0, ND, 0.0)
b_twin = 0.5 * n_twin ** (-1 / 3)
mu_pair = mobility(lambda E: ion_rate(E, NI, b_pair), T0)
mu_neutral = mobility(lambda E: neutral_rate_cap(E, neutral), T0)
mu_phonon = mobility(lambda E: phonon_rate(E, T0), T0)
mu_heavy = mobility(lambda E: ion_rate(E, NI, bmax, m_d), T0)


def total_mobility(ions, cutoff, neutrals):
    return mobility(lambda E: ion_rate(E, ions, cutoff)
                    + neutral_rate_cap(E, neutrals) + phonon_rate(E, T0), T0)


mu_total = total_mobility(NI, bmax, neutral)
mu_total_pair = total_mobility(NI, b_pair, neutral)
mu_total_twin = total_mobility(n_twin, b_twin, ND - n_twin)
assert mu_pair < mu_phonon and mu_pair < mu_neutral
assert mu_total_twin > 1.3 * mu_total_pair > 1.3 * mu_total

k3 = np.sqrt(2 * m_c * E3) / hbar
bohr = hbar**2 / (m_c * kappa)
debye = np.sqrt(eps * kB * T0 / (e**2 * n0))
spacing_D = ND ** (-1 / 3)

# ---------- output ----------
print(f"donors ND = {ND/CM3:.2e} cm^-3, acceptors NA = {NA/CM3:.2e} cm^-3")
print(f"donor depth = {Ed/meV:.1f} meV, spin factor = {g:.0f}, eps_r = {eps_r}")
print(f"masses: ml = {ml/m0:.2f}, mt = {mt/m0:.2f} m_e")
print(f"conductivity mass = {m_c/m0:.3f}, valley DOS mass = {m_d/m0:.3f} m_e")
print(f"limit 2 NA = {2*NA/CM3:.2e} cm^-3; ND + NA = {(ND+NA)/CM3:.2e} cm^-3")
print("T (K) | n (cm^-3) | NI (cm^-3) | NI if NA=0 (cm^-3)")
for T in temperatures:
    nT = carriers(T, ND, NA)
    print(f"{T:5.0f} | {nT/CM3:.2e} | {(nT+2*NA)/CM3:.3e} | {carriers(T, ND, 0.0)/CM3:.2e}")
print(f"small samples, 6 donors + 2 acceptors: charged centres = {deep[0]}")
print(f"control, acceptor level at -20 meV: charged centres = {shallow[0]}")
print(f"--- at T = {T0:.0f} K, kT = {kB*T0/meV:.3f} meV ---")
print(f"band density Nc = {band_density(T0)/CM3:.3e} cm^-3")
print(f"n1 = {n1_T0/CM3:.3e} cm^-3")
print(f"kappa = {kappa/(meV*nm):.1f} meV nm")
print(f"energy 3kT = {E3/meV:.2f} meV, b0 = {b0_3/nm:.2f} nm")
print(f"ion spacing = {2*bmax/nm:.1f} nm, bmax = {bmax/nm:.1f} nm")
print(f"logarithm at 3kT = {np.log1p((bmax/b0_3)**2):.3f}")
print(f"cross-section at 3kT = {cross_section(E3, bmax)/nm**2:.0f} nm^2")
print(f"speed at 3kT = {np.sqrt(2*E3/m_c):.3e} m/s")
print(f"relaxation time at 3kT = {tau3*1e12:.2f} ps")
print(f"mean free path at 3kT = {1/(NI*cross_section(E3, bmax))/nm:.0f} nm")
print(f"formal zero-energy mean free path = {path_limit/nm:.1f} nm")
print(f"ion-limited mobility, full average = {mu_ion*1e4:.3e} cm2/Vs")
print(f"same, from sampled diffusion = {mu_diffusion*1e4:.3e} cm2/Vs")
print(f"same, hand formula = {mu_hand*1e4:.3e} cm2/Vs")
print("--- neglected effects at the same temperature ---")
print(f"neutral donors = {neutral/CM3:.2e} cm^-3")
print(f"mobility from neutral-donor s-wave cap = {mu_neutral*1e4:.2e} cm2/Vs")
print(f"phonon inputs: {deformation/e:.0f} eV, {density:.0f} kg/m3, {sound:.0f} m/s")
print(f"mobility from acoustic phonons = {mu_phonon*1e4:.2e} cm2/Vs")
print(f"mean distance to nearest donor = {near_donor/nm:.1f} nm")
print(f"pair energy at that distance = {kappa/near_donor/meV:.2f} meV")
print(f"ion mobility with pair cutoff {b_pair/nm:.1f} nm = {mu_pair*1e4:.2e} cm2/Vs")
print(f"ion mobility ratio, DOS mass in speed = {mu_heavy/mu_ion:.3f}")
print(f"total mobility, compensated = {mu_total*1e4:.2e} cm2/Vs")
print(f"total mobility, pair cutoff = {mu_total_pair*1e4:.2e} cm2/Vs")
print(f"total mobility, NA = 0 twin = {mu_total_twin*1e4:.2e} cm2/Vs")
print(f"carrier screening length = {debye*1e6:.0f} um")
print(f"wave number times b0 at 3kT = {k3*b0_3:.2f}")
print(f"random potential, kappa/spacing = {kappa/(2*bmax)/meV:.2f} meV")
print(f"donor Bohr radius = {bohr/nm:.2f} nm, donor spacing = {spacing_D/nm:.0f} nm")
print(f"donor overlap factor exp(-2R/a) = {np.exp(-2*spacing_D/bohr):.1e}")
print(f"occupied band fraction n/ND = {n0/ND:.1e}")
print(f"field where drift reaches sound speed = {sound/mu_ion/100:.0f} V/cm")
print("no test failed")
```

Output:

```
donors ND = 1.00e+15 cm^-3, acceptors NA = 3.00e+14 cm^-3
donor depth = 45.0 meV, spin factor = 2, eps_r = 11.7
masses: ml = 0.92, mt = 0.19 m_e
conductivity mass = 0.258, valley DOS mass = 0.321 m_e
limit 2 NA = 6.00e+14 cm^-3; ND + NA = 1.30e+15 cm^-3
T (K) | n (cm^-3) | NI (cm^-3) | NI if NA=0 (cm^-3)
  300 | 7.00e+14 | 1.300e+15 | 1.00e+15
  100 | 6.56e+14 | 1.256e+15 | 9.38e+14
   50 | 5.04e+13 | 6.504e+14 | 1.52e+14
   30 | 2.79e+10 | 6.000e+14 | 3.45e+12
   20 | 2.52e+06 | 6.000e+14 | 3.29e+10
   10 | 4.08e-06 | 6.000e+14 | 4.18e+04
    5 | 3.02e-29 | 6.000e+14 | 1.14e-07
small samples, 6 donors + 2 acceptors: charged centres = 4
control, acceptor level at -20 meV: charged centres = 0
--- at T = 20 K, kT = 1.723 meV ---
band density Nc = 4.723e+17 cm^-3
n1 = 1.081e+06 cm^-3
kappa = 123.1 meV nm
energy 3kT = 5.17 meV, b0 = 11.90 nm
ion spacing = 118.6 nm, bmax = 59.3 nm
logarithm at 3kT = 3.251
cross-section at 3kT = 2893 nm^2
speed at 3kT = 8.391e+04 m/s
relaxation time at 3kT = 6.87 ps
mean free path at 3kT = 576 nm
formal zero-energy mean free path = 75.5 nm
ion-limited mobility, full average = 4.187e+04 cm2/Vs
same, from sampled diffusion = 4.189e+04 cm2/Vs
same, hand formula = 4.060e+04 cm2/Vs
--- neglected effects at the same temperature ---
neutral donors = 7.00e+14 cm^-3
mobility from neutral-donor s-wave cap = 2.81e+05 cm2/Vs
phonon inputs: 9 eV, 2330 kg/m3, 9000 m/s
mobility from acoustic phonons = 1.76e+05 cm2/Vs
mean distance to nearest donor = 55.4 nm
pair energy at that distance = 2.22 meV
ion mobility with pair cutoff 27.7 nm = 8.07e+04 cm2/Vs
ion mobility ratio, DOS mass in speed = 1.115
total mobility, compensated = 2.73e+04 cm2/Vs
total mobility, pair cutoff = 4.26e+04 cm2/Vs
total mobility, NA = 0 twin = 8.25e+04 cm2/Vs
carrier screening length = 665 um
wave number times b0 at 3kT = 2.23
random potential, kappa/spacing = 1.04 meV
donor Bohr radius = 2.40 nm, donor spacing = 100 nm
donor overlap factor exp(-2R/a) = 5.7e-37
occupied band fraction n/ND = 2.5e-09
field where drift reaches sound speed = 21 V/cm
no test failed
```
